The Darwin coefficient of a spin-1/2 particle with internal structure

**Problem**

A spin-1/2 particle of mass M and charge Z, in units of the elementary charge, has internal structure. Atomic units are used: ħ = mₑ = e = 4πε₀ = 1, c = 1/α, and Gauss's law reads ∇·E = 4πρ. The symbol m stands for Mc, a momentum, and four-momenta are written (energy/c, momentum) with metric (+,−,−,−). Between on-shell states of momenta p and p′ the electromagnetic current is ū′Γ^μu with

Γ^μ = F₁(t) γ^μ + iσ^{μν}q_ν F₂(t)/(2m),  q = p′ − p,  t = q_μq^μ = −Q²,

F₁(0) = Z, F₂(0) = κ. The Sachs electric form factor and the Sachs radius are defined by

G_E(t) = F₁ + t F₂/(4m²),  r_E² = 6 G_E′(0)/Z,

a prime on a form factor meaning d/dt. At low momenta the particle is described by NRQED, with a two-component field ψ:

L = ψ†[ i∂_t − ZA⁰ + D²/(2M) + c_D (∇·E)/(8m²) + i c_S σ·(D×E − E×D)/(8m²) + … ]ψ.

In the c_D term the derivative acts on E alone. The form factors are those of the internal dynamics; photon loops are left out, so the calculation is at lowest order in α.

(a) Express c_D through r_E. (b) Evaluate c_D for the proton. (c) Find the resulting shift of the electronic energy of H₂⁺ with clamped nuclei at R = 2 bohr.

**The NRQED side**

The coefficients are fixed by requiring that both theories give the same amplitude for scattering off a weak external potential A⁰ = e^{iq·x}, with vector potential zero. When the incoming and outgoing energies differ, the potential also carries a time-dependent phase that supplies the difference; it multiplies A⁰ and E alike, so it is a common factor of every term below and is left unwritten. Then D = ∇ and E = −∇A⁰ = −iqA⁰. Below p, p′, q are three-vectors with q = p′ − p. The incoming state is χe^{ip·x} and the outgoing one χ′e^{ip′·x}, one particle per unit volume. The terms of L linear in A⁰ are written −A⁰J⁰, which defines the vertex J⁰.

The divergence is ∇·E = (iq)·(−iq)A⁰ = |q|²A⁰, so the c_D term gives +c_D|q|²A⁰/(8m²) in L and −c_D|q|²/(8m²) in J⁰. In D×E the derivative acts on the product Eψ, which carries momentum p′; in E×D it acts on ψ alone. Therefore

D×E − E×D → ip′×E − E×ip = i(p′ + p)×E = (p′ + p)×q A⁰ = −2 p′×p A⁰,

where (p′ + p)×(p′ − p) = −p′×p + p×p′ was used. Multiplying by i c_S σ/(8m²) and reversing the sign,

J⁰(NRQED) = Z − c_D |q|²/(8m²) + i c_S σ·(p′×p)/(4m²).  (1)

**Spinors and the γ⁰ term**

In the Dirac representation γ⁰ = diag(1, −1), and γ^j has σ^j in its upper right block and −σ^j in its lower left block. With ε = √(m² + p²), the lower row of (γ⁰ε − γ·p − m)u = 0 reads σ·p u_up − (ε + m)u_low = 0, so

u = N ( χ , σ·p χ/(ε + m) ).

One particle per unit volume means u†u = 1. Since (σ·p)² = p² = (ε − m)(ε + m),

1/N² = 1 + (ε − m)/(ε + m) = 2ε/(ε + m).

With ε ≈ m + p²/2m this gives N² ≈ (1 + p²/4m²)/(1 + p²/2m²) ≈ 1 − p²/4m², and N ≈ 1 − p²/8m².

Because ū′γ⁰u = u′†u, the γ⁰ term needs only the overlap. With (σ·a)(σ·b) = a·b + iσ·(a×b) and ε + m ≈ 2m,

u′†u = N′N [1 + (σ·p′)(σ·p)/(4m²)] = 1 − (p² + p′² − 2p·p′)/(8m²) + iσ·(p′×p)/(4m²)

= 1 − |q|²/(8m²) + iσ·(p′×p)/(4m²),  (2)

to second order in momenta, the spinors χ′† and χ being understood. The time component q⁰ = ε′ − ε is of second order, so t = (q⁰)² − |q|² = −|q|² up to fourth order and F₁ = Z − F₁′(0)|q|².

**A tempting solution**

Take Z = 1. The matrix σ^{0j} connects only upper with lower components. It vanishes between spinors at rest, and F₂ is the anomalous magnetic moment, which seems to have nothing to do with an electrostatic potential. Drop it. Then J⁰ = F₁u′†u, whose spin-independent part is 1 − |q|²(1 + 8m²F₁′)/(8m²), and comparison with (1) gives c_D = 1 + 8m²F₁′(0). Differentiating the definition of G_E at t = 0,

G_E′(0) = F₁′(0) + κ/(4m²),  (3)

so 8m²F₁′ = 8m²r_E²/6 − 2κ and

c_D = 1 − 2κ + (4/3)m²r_E²  (wrong).

In terms of the Dirac radius, r₁² = 6F₁′(0), this is 1 + (4/3)m²r₁². For the proton it amounts to 18.72.

**The fault**

The Pauli term was discarded because it vanishes at zeroth order in the lower components, but the Darwin coefficient sits at second order in momentum over m. The Pauli term carries an explicit factor q/2m, and the one lower component that it needs supplies a factor p/2m or p′/2m. The product is of second order in momentum over m, the order being matched. Nor can both spinors be at rest when q ≠ 0. The term has two parts, derived below. The spin-dependent part is the coupling to E of the electric dipole d = (p/m)×κσ/(2m) carried by a moving anomalous moment: −d·E = iκσ·(p′×p)A⁰/(2m²), which feeds c_S. The spin-independent part, the one that enters c_D, is not this dipole coupling; it is the scalar piece q·p − p′·q of the products (σ·q)(σ·p) and (σ·p′)(σ·q).

**The Pauli term and the matching**

From σ^{μν} = (i/2)[γ^μ, γ^ν] one has σ^{00} = 0 and σ^{0j} = iγ⁰γ^j, because γ⁰ and γ^j anticommute. Lowering the index gives q_j = −q^j. Hence

iσ^{0ν}q_ν = i · i · γ⁰γ^j · (−q^j) = γ⁰ γ·q,

and the γ⁰ in ū′ = u′†γ⁰ cancels the first factor, leaving u′†(γ·q)u. The upper right block σ·q joins the upper component of u′ to the lower component of u, and the lower left block −σ·q does the reverse:

u′†(γ·q)u = [ (σ·q)(σ·p) − (σ·p′)(σ·q) ]/(2m) = [ q·p − p′·q + iσ·(q×p − p′×q) ]/(2m).

The factors N are set to 1 because, with the prefactor 1/2m of the vertex, the term is already of second order. Now q·p − p′·q = −|q|², q×p = p′×p and p′×q = −p′×p. With the prefactor F₂/2m and F₂ = κ at this order,

Pauli term = κ [ −|q|² + 2iσ·(p′×p) ]/(4m²).  (4)

Adding F₁ times (2),

J⁰ = Z − (Z + 2κ + 8m²F₁′)|q|²/(8m²) + i(Z + 2κ) σ·(p′×p)/(4m²).

This has exactly the two structures of (1), for arbitrary p and p′, so no further operator is needed at this order, and

c_D = Z + 2κ + 8m²F₁′(0),  c_S = Z + 2κ.  (5)

By (3), 2κ + 8m²F₁′ = 8m²G_E′(0) = 8m²Zr_E²/6. The answer to (a) is

c_D = Z + 8m²G_E′(0) = Z [ 1 + (4/3)(Mc r_E)² ].  (6)

For Z = 1 and ħ = c = 1 this is c_D = 1 + (4/3)M²r_E². In any units the product stands for r_E/ƛ, with ƛ = ħ/Mc the reduced Compton wavelength. The 2κ that the tempting solution lost is 8m² times κ/(4m²), the amount by which the Sachs slope exceeds the Dirac slope; in terms of radii, r_E² = r₁² + 3κ/(2m²) for Z = 1. Someone who drops the Pauli term and also mistakes 6F₁′ for r_E² arrives at (6) by two errors that cancel; the formula is then right and the derivation is not.

**A second derivation in the Breit frame**

Choose p = −q/2 and p′ = q/2. Then ε′ = ε, q⁰ = 0, Q² = |q|², p′×p = 0, and with τ = Q²/4m² the energy is ε = m√(1 + τ). No expansion is needed:

u′†u = N²[1 − p²/(ε + m)²] = N² · 2m/(ε + m) = m/ε,

u′†(γ·q)u = N²(q·p − p′·q)/(ε + m) = −Q²/(2ε).

The Pauli term is −F₂Q²/(4mε) = −(m/ε)τF₂, so that exactly

J⁰ = (F₁ − τF₂)/√(1 + τ) = G_E/√(1 + τ).

Expanding, G_E = Z − G_E′Q² and 1/√(1 + τ) = 1 − Q²/8m², which gives Z − (Z + 8m²G_E′)Q²/(8m²), again (6). The two parts of c_D now have separate origins: G_E holds all the structure, and the "1" is the kinematic factor m/ε of the spinors, the Darwin–Foldy term.

The factor 6 in the definition of r_E mirrors a static spherical density normalized to one, whose Fourier transform is ⟨sin(Qr)/(Qr)⟩ = 1 − Q²⟨r²⟩/6 + …. For a particle that recoils, r_E is defined by the slope and nothing else. Reading it as the rms radius of a rest-frame density is ambiguous by terms of order ƛ², as the differences among r₁², r_E² and the total coefficient of Q² in J⁰ show.

**The potential**

In potential NRQED the static photon exchanged with an electron is replaced by a potential. Take Z = 1. A point electron at distance r produces A⁰ = −1/r and ∇·E = −4πδ³(r). The interaction energy is minus the interaction Lagrangian:

V = A⁰ − c_D ∇·E/(8m²) = −1/r + (πc_D/2m²) δ³(r),

δV = [ π/(2m²) + (2π/3) r_E² ] δ³(r).  (7)

The mass has cancelled from the radius part. It agrees with elementary electrostatics: averaging −1/|r − x| over a spherical distribution of x, the second-order Taylor term is (⟨x²⟩/6)∇²(−1/r) = (⟨x²⟩/6)·4πδ³(r). For r_E² > 0 the radius part is positive, since a spread-out charge attracts less at short distance. Equation (7) also shows that c_D acts as a contact interaction, the form that a spin-independent four-fermion operator without derivatives would have.

**Limiting cases**

For a neutral particle r_E as defined above does not exist, but the first form of (6) survives: c_D = 8m²G_E′(0), of either sign. For Z = 1, F₁′ = 0 and κ ≠ 0, c_D = 1 + 2κ and r_E² = 3κ/(2m²), the Foldy term: an anomalous moment alone gives a nonzero r_E², which is negative if κ < 0.

For a point Dirac particle c_D = 1, and this can be checked against an exact spectrum. Take mass 1 and charge +1, so m = c, bound to a fixed point charge −1 with V = −1/r; the levels are those of an electron bound to a fixed charge +1. The Dirac equation for upper and lower components φ, η at total energy W is (W − c² − V)φ = cσ·p η and (W + c² − V)η = cσ·p φ. Put φ = (G/r)χ and η = −i(F/r)σ·r̂χ. Then σ·pφ = −iσ·r̂(G′ − G/r)χ/r. Also σ·pη = −[∇·(r̂F/r)]χ = −(F′ + F/r)χ/r, the curl of a radial field being zero. Thus

c(G′ − G/r) = (W + c² + 1/r)F,  c(F′ + F/r) = −(W − c² + 1/r)G.

Try G = r^γ e^{−r}, F = c(γ − 1)G, W = γc². In the first equation the 1/r terms are c(γ − 1) on both sides and the constant terms require −c = c³(γ² − 1). In the second the 1/r terms require c²(γ² − 1) = −1 and the constant terms are −c²(γ − 1) on both sides. Both hold for γ = √(1 − α²), so W − c² = (γ − 1)/α² = −1/2 − α²/8 + ….

In the effective theory ψ = e^{−r}/√π and ∇²ψ = (1 − 2/r)ψ, so ⟨p⁴⟩ = 4∫(r − 2)²e^{−2r}dr = 4(1/4 − 1 + 2) = 5, and the kinetic correction −p⁴/8c² gives −5α²/8. The spin-orbit term averages to zero in an s state, and (7) gives (πc_Dα²/2)(1/π) = c_Dα²/2. Then −1/8 = −5/8 + c_D/2 requires c_D = 1.

**The proton**

The inputs are the tabulated constants r_E = 8.4075×10⁻⁶ Å, M = 1836.15 and κ = 1.79285. The reduced Compton wavelength is

ƛ = α a₀/M = 0.00729735 × 0.529177 Å / 1836.15 = 2.10309×10⁻⁶ Å.

Then r_E/ƛ = 8.4075/2.10309 = 3.9977, its square is 15.98, and

(4/3) × 15.98 = 21.31,  c_D = 22.31.

The radius term is about 21 times the point-particle term and makes up 95.5 % of c_D. It is large because the proton's charge radius is four reduced Compton wavelengths. In the form (5), the Dirac radius is r₁ = 7.668×10⁻⁶ Å and

c_D = 1 + 3.586 + 17.723 = 22.309,  c_S = 4.586.

The tempting value 1 + 17.723 = 18.723 is low by 3.586/22.309, or 16 % of the correct c_D.

As a test free of any expansion, the program builds exact spinors, takes dipole Sachs form factors G_E = (1 + Q²r_E²/12)⁻² and G_M = F₁ + F₂ = (1 + κ)G_E, and extracts 8m²(1 − ½ tr J⁰)/|q|² as the momenta go to zero. The Breit frame, the rest frame and a generic frame all give 22.30871.

**Where the result stops being exact**

At order α the slope F₁′(0) is infrared divergent, and (6) acquires a logarithm that can be estimated from soft radiation. A unit charge whose velocity in units of c is β radiates in direction n, at distance R, the field E = (1/cR) d/dt[n×(n×β)/(1 − n·β)], where t is the time at the observer and the bracket is evaluated at the moment of emission. For a sudden kick from rest, the time integral ∫E e^{iωt}dt at low frequency is the jump of the bracket over cR. The flux is cR²E²/4π per solid angle, and Parseval's theorem over positive frequencies supplies a factor 2/(2π), so the energy per unit ω and solid angle is |n×β|²/[4π²c(1 − n·β)²]. Dividing by the photon energy ω gives the emission probability; for small β = Q/m, with ∫sin²θ dΩ = 8π/3,

dP/d ln ω = (α/4π²)(8π/3) Q²/m² = (2α/3π) Q²/m².

Probability lost to emission is missing from elastic scattering, |F₁|² ≈ 1 − P, as far as the dependence on the lower cutoff λ is concerned. With the upper cutoff of order Mc², F₁ ≈ 1 − (α/3π)(Q²/m²) ln(Mc²/λ), so F₁′ grows by (α/3πm²) ln(Mc²/λ) and, by (5),

δc_D ≈ (8α/3π) ln(Mc²/λ).

In an atom the logarithm is cut off at binding energies. With λ = 27.2 eV and Mc² = 9.38×10⁸ eV it equals 17.4, and δc_D ≈ 0.00619 × 17.4 ≈ 0.11, or 0.5 % of the radius term. This is an order of magnitude: the constants beside the logarithm are not computed, and λ is not fixed sharply. The logarithmic mean excitation energy of hydrogen 1s, 269 eV, gives a logarithm of 15.1 and δc_D ≈ 0.09. Beyond lowest order, c_D depends on a renormalization scale and r_E needs a convention for how such terms are separated from it. The answer to (b) is therefore c_D ≈ 22.3 at lowest order in α, with a radius term of about 21.3; radiative terms can move the last digit, by about 0.1.

The expansion in Q is harmless at atomic momenta, where (Qr_E)² = 2.5×10⁻¹⁰ for Q = 1/a₀. In a bound state the cusp makes |ψ|² vary linearly with r near the nucleus, and the distortion of ψ by the spread-out charge enters at the same order. For a nonrelativistic electron and a fixed nucleus the first correction to the contact formula is therefore of relative order r_E/a₀. Its coefficient depends on the shape of the charge; for hydrogen 1s with the exponential density that belongs to the dipole form factor it is −1.9 r_E/a₀, about −3×10⁻⁵. Corrections from the electron's relativistic motion (relative order α², apart from logarithms) and from recoil (relative order 1/M) are left out of this count and are larger. For Q approaching 1/r_E the full form factors are required.

**H₂⁺**

For clamped nuclei and a nonrelativistic electron, first-order perturbation theory with (7) gives δE = 2gρ, where ρ = |ψ|² at one nucleus and g is either bracket term of (7). The proton–proton contact term is proportional to δ³(R) and vanishes. The unit of g is hartree·bohr³, so

g(radius) = (2π/3) × (8.4075×10⁻⁶ Å)² × 27.2114 eV × 0.529177 Å = 2.132×10⁻⁹ eV Å³,

and g("1") = 1.000×10⁻¹⁰ eV Å³, smaller by the factor 21.31.

The density comes from prolate spheroidal coordinates ξ = (r_A + r_B)/R and η = (r_A − r_B)/R, in which z = (R/2)ξη and the distance from the axis is s = (R/2)√((ξ² − 1)(1 − η²)). Differentiating, h_ξ² = (∂_ξ z)² + (∂_ξ s)² = (R/2)²[η² + ξ²(1 − η²)/(ξ² − 1)] = (R/2)²(ξ² − η²)/(ξ² − 1), and likewise h_η² = (R/2)²(ξ² − η²)/(1 − η²). The volume element h_ξh_η s is (R/2)³(ξ² − η²), and 1/r_A + 1/r_B = 4ξ/[R(ξ² − η²)]. For an axially symmetric ψ, with ½|∇ψ|² = ½[(∂_ξψ)²/h_ξ² + (∂_ηψ)²/h_η²],

⟨H⟩ = 2π∬ { (R/4)[(ξ² − 1)(∂_ξψ)² + (1 − η²)(∂_ηψ)²] − (R²/2) ξψ² } dξ dη,

⟨ψ|ψ⟩ = 2π(R/2)³∬ (ξ² − η²)ψ² dξ dη.

The ratio is minimized over products of Laguerre functions in ξ − 1 and even Legendre polynomials in η, and ψ is evaluated at ξ = η = 1. At R = 1.058 Å the electronic energy is −30.004 eV and ρ = 1.4149 Å⁻³. The program asserts convergence with basis size and, at a tenfold distance, the limit ρ → 1/(2π a₀³) of an electron shared between two protons. An independent Gaussian-basis calculation with nuclear charges smeared to a few hundred times the real radius gives 85.35 eV/Å² for the coefficient of the squared radius, against 85.34 eV/Å² from (2π/3)·2ρ. The first number comes from a three-point fit in the square and cube of the radius with a finite basis, and the program asserts agreement only to 1 %; the closer match should not be read as the accuracy of the check.

The shifts from the radius term are

H₂⁺: 2.132×10⁻⁹ × 2 × 1.4149 = 6.03×10⁻⁹ eV (1.46 MHz),

H + p: 2.132×10⁻⁹ × 2.1481 = 4.58×10⁻⁹ eV (1.11 MHz),

where 2.1481 Å⁻³ is the 1s density 1/(πa₀³) at a fixed proton. The summed density at the two nuclei of the ion is 1.317 times the atomic one, so the ion is raised more than the separated fragments, and the energy needed to dissociate it from this fixed R changes by 4.58×10⁻⁹ − 6.03×10⁻⁹ = −1.45×10⁻⁹ eV (−0.35 MHz).

The "1" contributes 2.83×10⁻¹⁰ eV for H₂⁺, 2.15×10⁻¹⁰ eV for H + p and −6.8×10⁻¹¹ eV to the dissociation energy. The whole c_D term thus raises the electronic energy of H₂⁺ at this R by (6.033 + 0.283)×10⁻⁹ ≈ 6.32×10⁻⁹ eV, the answer to (c). The tabulated uncertainty of r_E, 6.4×10⁻⁹ Å, carries ±0.01×10⁻⁹ eV into this shift and ±0.03 into c_D. The point-particle contributions are not effects that can be isolated. The term π/(2m²) is of order α²/M², and other recoil terms have the same order: the electron's own correction −p⁴/8c², evaluated with a reduced-mass wave function and expanded twice in 1/M, is one of them. The radius part and the "1" multiply the same density, so level shifts of a given nucleus fix only their sum; r_E² follows from a measured shift once the "1" and the other recoil terms have been calculated and subtracted. In the real molecule the densities must further be averaged over the vibrational motion in R, which the fixed-distance values do not include.

The program that carries out these checks, and its output, follow.

Numbers as computed

```
matched cD (s1 = F1'(0)) = Z + 2*kappa + 8*m**2*s1 ; cS = Z + 2*kappa
1s alpha^2 coefficients: Dirac -0.125000, -<p^4>/8 -0.625000 hartree; implied cD = 1.000000
alpha = 0.00729735; M/m_e = 1836.15267; kappa = 1.792847
bohr = 0.529177 angstrom; hartree = 27.211386 eV
M c^2 = 9.382721e+08 eV
rE = 8.40750e-06 angstrom
hbar/(M c) = 2.10309e-06 angstrom
rE/(hbar/Mc) = 3.9977; squared = 15.9815
radius term (4/3)(M c rE)^2 = 21.309
cD = 22.309; radius share = 95.52 %
cD from spinors (Breit, rest, generic) = 22.30871 22.30871 22.30871
Dirac radius r1 = 7.66756e-06 angstrom
2 kappa = 3.5857; (4/3)(M c r1)^2 = 17.723; cS = 4.5857
wrong value 1+(4/3)(M c r1)^2 = 18.723
(Q rE)^2 at Q = 1/bohr = 2.524e-10
8 alpha/(3 pi) = 0.00619; ln(Mc^2/hartree) = 17.36
log estimate of delta cD = 0.108 = 0.50 % of radius term
contact strength, radius = 2.1318e-09 eV angstrom^3
contact strength, '1' = 1.0004e-10 eV angstrom^3
H2+ R = 1.05835 angstrom; electronic energy = -30.00421 eV
Gaussian-basis extrapolated energy = -30.0042 eV
H2+ density at one nucleus = 1.41492 angstrom^-3
H 1s density at nucleus = 2.14806 angstrom^-3
ratio 2 rho/(H 1s density) = 1.31739
r^2 coefficient: smeared 85.35, contact 85.34 eV/angstrom^2
H2+: radius shift = 6.0326e-09 eV = 1.4587 MHz; '1' shift = 2.8311e-10 eV
H + p: radius shift = 4.5792e-09 eV = 1.1072 MHz; '1' shift = 2.1490e-10 eV
dissociation energy: radius shift = -1.4534e-09 eV = -0.3514 MHz; '1' shift = -6.8207e-11 eV
```
